A Reversible, Measure-Preserving Integrator for Nosé-Hoover Chains

**1. What a careless friction step does**

A deterministic thermostat changes the momenta through a friction term, ṗ = −v p, whose coefficient v can have either sign. Suppose a program advances this term by the Euler rule p → (1 − hv)p. For N_f momenta the rule multiplies momentum volume by (1 − hv)^N_f, whereas the exact solution p → e^{−hv}p multiplies it by e^{−N_f hv}. The logarithm of the ratio is

N_f [ln(1 − hv) + hv] = −N_f h²v²/2 + O(h³).

The leading term is negative for both signs of v, so the deficits add up. In a run of length T there are T/h steps, and the accumulated deficit is of first order in h. The rule is not reversible either: a step h followed by a step −h gives (1 + hv)(1 − hv)p = (1 − h²v²)p, not p.

Canonical sampling rests on how phase-space volume changes, so this error affects the purpose of the thermostat. The Martyna-Tuckerman-Tobias-Klein integrator avoids it by composing explicitly solvable motions in a symmetric order.

**2. Equations and invariants**

Let q and p be N_f positions and momenta with common mass m, and let F = −∇V(q). In first-principles dynamics V is the Born-Oppenheimer energy, and F is assumed to be its converged gradient. A chain of M thermostats has variables η_k, momenta π_k, masses Q_k and velocities v_k = π_k/Q_k. The equations of motion are

q̇ = p/m,  ṗ = F − v_1 p,  η̇_k = v_k,
π̇_k = G_k − v_{k+1} π_k for k < M,  π̇_M = G_M,
G_1 = Σp²/m − N_f kT,  G_k = π_{k−1}²/Q_{k−1} − kT for k ≥ 2.

If the kinetic energy exceeds N_f kT/2, then G_1 > 0, and this term pushes v_1 upward, in competition with the chain term −v_2π_1. The friction cools the particles while v_1 > 0 and heats them while v_1 < 0. Define

s = N_f η_1 + Σ_{k≥2} η_k,
W = Σp²/(2m) + V + Σ_k π_k²/(2Q_k),
H' = W + kT s.

To see that H' is constant, differentiate W. The terms in F cancel between the kinetic and potential energies, leaving −v_1 Σp²/m. The chain contributes Σ_k v_k π̇_k, so

Ẇ = −v_1 Σp²/m + Σ_k v_k G_k − Σ_{k<M} v_k v_{k+1} π_k.

Here v_1 G_1 = v_1 Σp²/m − N_f kT v_1, and its first part cancels the first term of Ẇ. In the last sum v_k π_k = π_k²/Q_k = G_{k+1} + kT, so that sum equals Σ_{k≥2} v_k(G_k + kT). Its G part cancels the remaining v_k G_k, and

Ẇ = −kT (N_f v_1 + Σ_{k≥2} v_k) = −kT ṡ.

Hence dH'/dt = 0. If q is frozen and F is removed, the same cancellation holds, so the thermostat motion alone also conserves H'.

For the phase volume, each ṗ contributes −v_1 to the divergence, and each π̇_k with k < M contributes −v_{k+1}, because G_k does not contain π_k. No other equation contributes. With z denoting all variables,

div ż = −N_f v_1 − Σ_{k≥2} v_k = −ṡ,
div(e^s ż) = e^s(ṡ + div ż) = 0.

The flow therefore preserves the measure e^s dq dp dη dπ.

The η_k do not act on the other variables, so s can replace them all. With Γ = (q, p, π), the same divergence argument gives the invariant measure e^s dΓ ds. On the surface H' = E,

∫ e^s δ(W + kTs − E) ds = (1/kT) e^{(E−W)/kT}.

The weight is proportional to e^{−W/kT}. Integrating over the Gaussian π_k leaves the canonical weight e^{−H/kT}, where H is the particle energy.

This conclusion requires ergodic motion and no further conserved quantity. If the forces sum to zero, the total momentum P obeys Ṗ = −v_1 P, and P e^{η_1} is an additional constant. With P = 0, N_f must count the remaining independent momenta.

**3. The outer splitting**

Let L = ż·∇ generate the time evolution, and write L = L_q + L_p + L_N. Here L_q moves q with p fixed, L_p adds the force to p, and L_N contains all thermostat terms. One time step is

Φ(Δt) = e^{ΔtL_N/2} e^{ΔtL_p/2} e^{ΔtL_q} e^{ΔtL_p/2} e^{ΔtL_N/2}.

The middle three factors are velocity Verlet:

p ← p + (Δt/2)F(q),  q ← q + Δt p/m,  p ← p + (Δt/2)F(q).

Each is a shear with unit Jacobian and leaves s unchanged, so each preserves the measure. The last force can be reused in the next step, because the thermostat does not move q. Thermostat substeps thus require no additional electronic-structure calculations.

The product reads the same in both directions, so Φ(−Δt)Φ(Δt) = 1. If Φ(Δt) = e^{Y(Δt)} as a formal series, then Y(−Δt) = −Y(Δt), and Y contains odd powers alone:

Y = ΔtL + Δt³E + O(Δt⁵).

The local error is of order Δt³. Over a fixed time there are T/Δt steps, so for smooth forces the global error is of order Δt².

**4. The thermostat substep**

The flow of L_N has no convenient closed form, but its pieces do. With v_{k+1} fixed, π̇_k = −v_{k+1}π_k is solved by an exponential factor. With G_k fixed, π̇_k = G_k is solved by a shift. A substep S(h) consists of three parts.

(a) For k = M, M−1, …, 1:

π_k ← (π_k a_k + hG_k/2) a_k,
a_k = exp(−h v_{k+1}/4) for k < M,  a_M = 1.

(b) With the current thermostat velocities:

p ← p e^{−hv_1},  η_k ← η_k + h v_k for all k.

(c) Repeat the update in (a) for k = 1, 2, …, M.

Each update uses current values, so G_1 in part (c) contains the rescaled p. Every scaling of π_k acts four times for h/4, and every shift acts twice for h/2. Each piece thus acts for total time h, and S(h) agrees with e^{hL_N} to first order. The sequence is symmetric, and the two operations in (b) commute. Every elementary motion is undone by changing the sign of its duration, so S(−h)S(h) = 1, and S is of second order.

**5. Why the measure is preserved**

In part (a), π_{k+1} is updated before π_k. In part (c), π_k is updated before π_{k+1}. Both updates of π_k therefore see the same midpoint velocity, written u_{k+1}.

One update of π_k has Jacobian a_k², since the other variables are fixed and G_k is independent of π_k. Its two updates together give

a_k⁴ = exp(−h u_{k+1}).

The particle momenta contribute exp(−N_f h u_1), and the shifts of η contribute 1. The Jacobian of S(h) is

J = exp[−h(N_f u_1 + Σ_{k≥2} u_k)].

Part (b) uses these same midpoint velocities, so

Δs = h(N_f u_1 + Σ_{k≥2} u_k),  J e^{Δs} = 1.

The result holds for either sign of h and any size for which the map is defined. A single scaling of π_k does not preserve the measure, because η_{k+1} does not move with it. The complete substep does.

The position of the η update matters for this reason. Moving it to the end of S(h) leaves the trajectories of q, p and π unchanged, and J as well, but Δs is then formed from the wrong velocities. The recorded H' is wrong even though the particles move as before.

Reversibility in physical time follows from each piece. Let R reverse p and π. Then G_k and F are unchanged, while every v_k changes sign, so R turns each elementary motion of duration t into one of duration −t. Hence

R Φ(Δt) R = Φ(−Δt) = Φ(Δt)^{−1}.

After a run, reversing all momenta, running equally long and reversing the momenta once more returns the starting point in exact arithmetic. In floating point, chaotic motion amplifies rounding exponentially, so the return is seen only for short runs. For the model of section 7 with steps of 20 ħ/Ry, the return error is below 10⁻¹³ after 50 steps each way, of order 10⁻⁵ after 1000 and of order one after 2000. The proof needs F to depend on q alone. An incompletely converged electronic calculation whose result depends on the preceding density violates that assumption.

**6. Suzuki-Yoshida weights**

Symmetry gives S(h) = exp(hL_N + h³E_3 + O(h⁵)). Replace one substep by the product of S(w_j h), with weights that read the same in both directions. The product is again symmetric, so its exponent has no h⁴ term. Commutators of L_N with itself vanish, and through third order the exponent is

h(Σw_j)L_N + h³(Σw_j³)E_3.

Fourth order requires

Σw_j = 1,  Σw_j³ = 0.

For weights a, b, a, the second condition is 2a³ + b³ = 0, hence b = −2^{1/3}a. The first then gives

a = 1/(2 − 2^{1/3}) = 1.3512,  b = 1 − 2a = −1.7024.

For a, a, b, a, a, the conditions 4a³ + b³ = 0 and 4a + b = 1 give

a = 1/(4 − 4^{1/3}) = 0.4145,  b = 1 − 4a = −0.6580.

A negative weight is unavoidable, since real cubes of positive numbers cannot sum to zero. It does not spoil reversibility or measure preservation, because both proofs hold for either sign of h. Neither property guarantees stability at a finite step, however.

In each outer half-step the duration is Δt/2. It may also be divided into n_c equal parts, with h = w_jΔt/(2n_c) in each substep. The measure and reversibility proofs apply to the entire product. The full integrator remains second order, since better thermostat substeps do not remove the Δt³ error of the outer splitting.

**7. One step in numbers**

Use Rydberg atomic units, in which ħ = 1, lengths are in bohr, energies in Ry and masses in 2m_e. Two coupled vibrations have

V = k(x² + y²)/2 + g x²y²,

with k = 0.05 Ry/bohr², g = 0.5 Ry/bohr⁴ and m = 2000. In kT the symbol k is Boltzmann's constant, and kT = 0.002 Ry, or 316 K. Take M = 3 and Q = kTτ²(2, 1, 1), with τ = 200 ħ/Ry, so Q = (160, 80, 80). The time step is 20 ħ/Ry, or 0.968 fs, and the three-weight scheme is used with n_c = 1. The start is

q = (0.25, −0.10),  p = (1, 3),  η = 0,  π = (0.48, −0.16, 0.20).

The potential energy is 0.002125 Ry, the kinetic energy 10/4000 = 0.002500 Ry, and the chain energy 0.00072 + 0.00016 + 0.00025 = 0.00113 Ry. Thus H' = 0.005755 Ry.

The first thermostat half-step gives p = (0.96988, 2.90963), both components multiplied by 0.96988. The initial forces are

F_x = −kx − 2gxy² = −0.01250 − 0.00250 = −0.01500,
F_y = −ky − 2gyx² = 0.00500 + 0.00625 = 0.01125.

After the half-kick of duration 10, p = (0.81988, 3.02213). Since Δt/m = 0.01, the new positions are

x = 0.25 + 0.0081988 = 0.25820,
y = −0.10 + 0.0302213 = −0.06978.

The second half-kick gives p = (0.67821, 3.10354), and the last thermostat half-step gives p = (0.65701, 3.00652). The ratio is 0.96874 for both components. The two thermostat factors satisfy

−ln(0.96988 × 0.96874) = 0.0623,

which is the final η_1, as part (b) requires. The final chain momenta are (0.51749, −0.16151, 0.16648). H' changes to 0.005752 Ry, a change of −3.0×10⁻⁶ Ry.

The Jacobian of a longer map can be computed by adding 10⁻³⁰i to each initial variable in turn and dividing the imaginary parts of the results by 10⁻³⁰. For five steps of 40 ħ/Ry this gives ln J = −1.07495 and Δs = 1.07495. With the η update moved to the end of each substep, ln J + Δs = −0.280. The corresponding displacement of H' is −0.280 kT, or −5.6×10⁻⁴ Ry.

**8. Trajectory and energy errors**

The following trajectory errors are distances from an adaptive Runge-Kutta solution with relative tolerance 10⁻¹¹. The distance is the Euclidean norm of all ten variables in the stated units. It mixes different quantities, so its use here is to show how errors scale.

For the thermostat alone over 400 ħ/Ry, reducing the step from 20 to 10 changes the error as follows:

one weight: 5.6×10⁻³ to 1.4×10⁻³;
three weights: 1.4×10⁻⁴ to 8.9×10⁻⁶;
five weights: 4.8×10⁻⁶ to 3.0×10⁻⁷.

The orders are 2, 4 and 4. For the complete three-weight integrator over 1200 ħ/Ry, the error falls from 0.0425 to 0.0107, which is second order.

The exact thermostat flow and the exact mechanical flow each conserve H'. Alternating them would therefore produce no H' error, although it would produce a trajectory error. The actual H' error comes from velocity Verlet and from the approximate thermostat flow. Over 2400 ħ/Ry its largest magnitude is 1.86×10⁻⁵, 4.55×10⁻⁶ and 1.13×10⁻⁶ Ry for steps 20, 10 and 5. The first value is about 0.9% of kT.

A faster chain places more demand on the substeps. With τ = 40 ħ/Ry, the same initial values of τv_k and a time step of 20, the largest H' errors are 2.0×10⁻³, 1.5×10⁻³ and 1.0×10⁻⁴ Ry for one, three and five weights. These figures belong to one starting point. Three weights help little here, despite their higher order, and from other starts at this step they can make the run diverge. A plausible reason is that their substeps are longer than the interval they divide, since all |w_j| exceed 1, but these data do not isolate that cause. Order describes the limit of small h, not the error at a given h.

**9. Measure preservation and energy drift**

Preserving the measure does not force H' to be constant, but it restricts the distribution of its errors. Let a run map Γ to Γ' and increase s by Δs. Neither Γ' nor Δs depends on the initial s, so the Jacobian of Γ → Γ' is e^{−Δs}. Draw Γ from e^{−W/kT}/Z, where Z is the normalization. Since ΔH' = W(Γ') − W(Γ) + kTΔs,

⟨e^{−ΔH'/kT}⟩ = (1/Z)∫ dΓ e^{−W(Γ')/kT} e^{−Δs}
= (1/Z)∫ dΓ' e^{−W(Γ')/kT} = 1.

This holds at finite step size if the map is defined and invertible on the whole space. Convexity of the exponential then gives ⟨ΔH'⟩ ≥ 0. Expanding the logarithm of the average in cumulants gives, for small errors with negligible higher cumulants,

⟨ΔH'⟩ ≈ Var(ΔH')/(2kT).

A mean upward drift is thus compatible with a correct measure-preserving program.

For the model, 40,000 canonical starts were drawn, with rejection sampling for the coupled positions, and each was run for 30 steps of 80 ħ/Ry. The exponential average is 1.0002 ± 0.0010. The mean of ΔH'/kT is 0.0202 ± 0.0010, and half its variance is 0.0219. Uncertainties here and below are one standard error. At this large step the distribution of ΔH' has a long tail, so these figures vary between samples and the higher cumulants are not negligible. In another sample of 40,000 starts one run diverged. The rest gave a mean of 0.0236 ± 0.0011 and half the variance 0.0241, with third- and fourth-cumulant terms of 0.006 and 0.008 that enter with opposite signs.

Longer runs used 400 cold starts, with position and momentum widths half those of uncoupled vibrations at kT, and steps of 20 ħ/Ry. The root-mean-square change of H' was 5.2×10⁻⁵ Ry after 1500 steps and 1.01×10⁻⁴ Ry after 6000. It nearly doubled when the time was multiplied by four, as diffusion would give, though two times do not establish a law. The second-order estimate at fixed time is not a bound for all times.

After the first 1000 steps were discarded, the average of (x² + y²)/2 was 0.02980 ± 0.00006 bohr². Quadrature of the canonical weight gives 0.02962 bohr². The difference is 0.6% of the reference and about three standard errors, but only part of it is reproducible. At the same step another 400 cold starts gave 0.02956 ± 0.00006 bohr², and 400 canonical starts gave 0.02971 ± 0.00006 bohr². Some step-size bias is expected. For an uncoupled vibration, with a = kΔt²/m, one velocity Verlet step is q' = (1 − a/2)q + Δt p/m, p' = (1 − a/2)p − kΔt(1 − a/4)q, and substitution shows that it conserves p²/(2m) + k(1 − a/4)q²/2 exactly. Canonical sampling of this modified energy would raise ⟨q²⟩ by a/4 to leading order, or 0.25% for a = 0.01. This figure is derived without the coupling term. For the coupled model, 400 cold starts with steps of 40 ħ/Ry gave 0.02994 ± 0.00004 bohr², 1.06% above the reference, where a/4 is 1.0%. Scaling this as Δt² puts the bias at step 20 near 0.27%. The three sets at that step average 0.02969 bohr², or 0.24% high, so the rest of the 0.6% is consistent with scatter. The mean kinetic energy was (1.003 ± 0.002)kT, against kT for two momenta. Establishing the bias in a production calculation requires repeating the averages at a smaller Δt; a small H' error alone does not show that sampling is ergodic or unbiased.
